\section*{Why Silicon Inversion-Layer Phonon Mobility Falls Faster Than Inverse Temperature}

\section{The question}

Electrons in a silicon inversion layer move freely along the interface and occupy quantized subbands across it. In one subband, acoustic phonons give a mobility proportional to $1/T$. Why does the phonon-limited mobility of the real layer fall faster, and how much of the excess comes from intervalley phonons and how much from upper subbands?

The measure is the local exponent
\begin{equation}
\gamma=-\frac{d\ln\mu}{d\ln T},
\end{equation}
taken at a fixed confining field. The layer is a (100) surface with parabolic valleys, in a triangular well of field $\mathcal E_z$ bounded by an impenetrable interface. Carriers are dilute enough for Boltzmann statistics, and only phonons scatter them.

\section{One subband and acoustic phonons}

A long acoustic wave shifts the band edge by a deformation potential $D$ times the dilation. For phonon wavevector $Q$, sound speed $v$, mass density $\rho$ and volume $V$, the squared matrix element for absorption or emission is
\begin{equation}
|M|^2=\frac{D^2\hbar Q}{2\rho vV}\,|I_{ij}(q_z)|^2\,(N_Q\ \text{or}\ N_Q+1),
\end{equation}
with $I_{ij}=\int\xi_i\xi_j e^{iq_zz}dz$ for real subband functions $\xi_i(z)$. When $\hbar vQ\ll kT$, both phonon factors are close to $kT/\hbar vQ$, and the phonon energy can be dropped from energy conservation. Absorption and emission together then give $D^2kT|I_{ij}|^2/(\rho v^2V)$, in which $Q$ has cancelled. The sum over $q_z$ follows from Parseval's theorem:
\begin{equation}
\int\frac{dq_z}{2\pi}|I_{ij}|^2=\int\xi_i^2\xi_j^2\,dz\equiv F_{ij}.
\end{equation}
Scattering conserves spin, so the density of final states per area is $m_d/2\pi\hbar^2$, where $m_d$ is the density-of-states mass. The golden rule gives
\begin{equation}
\Gamma^{\rm ac}_{ij}=\frac{2\pi}{\hbar}\frac{D^2kT}{\rho v^2}F_{ij}\frac{m_d}{2\pi\hbar^2}
=\frac{m_dD^2kT}{\hbar^3\rho v^2}F_{ij},\qquad E>E_j. \label{ac}
\end{equation}
Here $E$ is the total energy and $E_j$ the edge of the final subband, which lies in the same valley.

To obtain the mobility, let a weak field $\mathcal E_x$ change the occupation from $f_0\propto e^{-E/kT}$ to $f_0+f_1$. The part $f_1$ is odd in wavevector. The scattering probability does not depend on direction, so the flow into a state, summed over $f_1$, vanishes. What remains is loss at the total rate $\Gamma_i(E)=1/\tau_i(E)$, even when phonons exchange energy with the electron. For charge $-e$,
\begin{equation}
-e\mathcal E_xv_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau_i}
\quad\Rightarrow\quad f_1=-\frac{e\mathcal E_xv_x\tau_i}{kT}f_0 .
\end{equation}
The current $-e\sum v_xf_1$ gives $\mu=e\langle v_x^2\tau\rangle/kT$. At kinetic energy $\varepsilon=ukT$, the average of $v_x^2$ over directions is $\varepsilon/m_x$. Averaging $1/m_x$ over valley orientations defines $1/m_c$. The density of states is constant in energy, so
\begin{equation}
\mu=\sum_i p_i\frac{e}{m_{c,i}}\int_0^\infty u e^{-u}\tau_i(E_i+ukT)\,du, \label{mu}
\end{equation}
with populations $p_i\propto\nu_im_{d,i}e^{-E_i/kT}$ and $\nu_i$ equivalent valleys.

For one subband $\tau$ is independent of $u$, and $\int_0^\infty ue^{-u}du=1$. Hence $\mu=e\tau/m_c\propto1/T$ and $\gamma=1$. This result rests on a fixed subband shape, a parabolic band, equipartition, elastic scattering and a single subband. The next two sections relax the last two conditions in turn.

\section{What intervalley phonons add}

A short-wavelength phonon of energy $\hbar\omega$ carries an electron to another valley. With a constant coupling $D_f$ (energy per length), the squared matrix element is $\hbar D_f^2/(2\rho\omega V)$ times $N$ or $N+1$ and the overlap factor. For $n_f$ final valleys the same steps give
\begin{equation}
\Gamma^{\rm iv}_{ij}=\frac{n_fm_{d,j}D_f^2F_{ij}}{2\hbar^2\rho\omega}
\begin{cases}N,&E+\hbar\omega>E_j\\ N+1,&E-\hbar\omega>E_j.\end{cases} \label{iv}
\end{equation}
Let $x=\hbar\omega/kT$, so that $N=1/(e^x-1)$ and $dx/d\ln T=-x$. Then
\begin{align}
s_{\rm abs}&=\frac{d\ln N}{d\ln T}=\frac{xe^x}{e^x-1}=\frac{x}{1-e^{-x}}>1,\\
s_{\rm em}&=\frac{d\ln(N+1)}{d\ln T}=s_{\rm abs}-x=\frac{x}{e^x-1}<1 .
\end{align}
The second line uses $N+1=e^xN$. Absorption outruns $T$, but emission by an electron already able to emit grows more slowly than $T$. The growth of the phonon number is therefore an incomplete explanation. Heating also lifts more electrons above the emission threshold.

Both effects appear when a weak intervalley process is added to one subband. Write the total rate as $\Gamma_{\rm ac}+\delta(u)$. To first order $\tau=\Gamma_{\rm ac}^{-1}-\delta\,\Gamma_{\rm ac}^{-2}$, so $1/\mu=(m_c/e)(\Gamma_{\rm ac}+\langle\delta\rangle)$, where the average has weight $ue^{-u}$. Let $B$ be the prefactor in (\ref{iv}). Then
\begin{align}
\langle\delta\rangle&=B\left[N+(N+1)\int_x^\infty ue^{-u}du\right]\nonumber\\
&=B\left[N+(N+1)(1+x)e^{-x}\right]=BN(2+x).
\end{align}
The logarithmic slope of this added resistance is
\begin{equation}
s_{\rm weak}=\frac{x}{1-e^{-x}}-\frac{x}{2+x}.
\end{equation}
Multiplying $s_{\rm weak}>1$ by the positive denominators turns it into $h(x)=x^2-2+(2+2x)e^{-x}>0$. Since $h(0)=0$ and $h'(x)=2x(1-e^{-x})>0$, the slope exceeds one for every $x>0$. It tends to one at high temperature. At low temperature it is large, but the added resistance itself is exponentially small. In this weak-coupling, one-subband case the excess exponent thus disappears at both ends.

\section{What upper subbands add}

With several subbands, the acoustic rate (\ref{ac}) summed over $j$ rises by a step at each new edge. A hotter gas has more final states to scatter into. It also holds more electrons in upper subbands, whose mobility can be lower.

A wide flat well of width $L$ shows where this leads. Its sine functions give $F_{ij}=(1+\delta_{ij}/2)/L$. At energy $E$ about $n=L\sqrt{2mE}/\pi\hbar$ subbands are open, so the rate is proportional to $T(n+\tfrac12)/L$, which tends to $T\sqrt E$. Then $\tau\propto T^{-1}E^{-1/2}$, and since typical energies scale with $T$, $\mu\propto T^{-3/2}$. This is the bulk acoustic law. The unit exponent of one subband has grown by one half without any intervalley phonon.

In a triangular well the shape also ties the temperature exponent to the field dependence. Airy functions of $z/\ell$ with $\ell=(\hbar^2/2m_ze\mathcal E_z)^{1/3}$ solve the well. Lengths scale as $\mathcal E_z^{-1/3}$, energies as $e\mathcal E_z\ell\propto\mathcal E_z^{2/3}$, and overlaps as $\mathcal E_z^{1/3}$. For acoustic scattering alone, therefore,
\begin{equation}
\mu_{\rm ac}=T^{-1}\mathcal E_z^{-1/3}\,H\!\left(T\mathcal E_z^{-2/3}\right).
\end{equation}
If $\eta$ is the logarithmic slope of $H$, then $\gamma_{\rm ac}=1-\eta$ and
\begin{equation}
\frac{d\ln\mu_{\rm ac}}{d\ln\mathcal E_z}=-\frac13-\frac23\eta=\frac{2\gamma_{\rm ac}-3}{3}. \label{field}
\end{equation}
One subband has $\gamma_{\rm ac}=1$ and a mobility falling as $\mathcal E_z^{-1/3}$. At $\gamma_{\rm ac}=3/2$ the field dependence vanishes.

\section{An exact division of the exponent}

The causes can be separated by giving the phonons a temperature $T_L$ and the carrier distribution a temperature $T_C$, then setting both equal to $T$ after differentiation. This is bookkeeping, not a model of hot electrons. With $E=E_i+ukT_C$, equation (\ref{mu}) becomes
\begin{equation}
\mu=\frac{e}{(kT_C)^2Z}\sum_i\frac{\nu_im_{d,i}}{m_{c,i}}
\int_{E_i}^\infty(E-E_i)\tau_i(E;T_L)e^{-E/kT_C}dE,
\end{equation}
where $Z=\sum_i\nu_im_{d,i}e^{-E_i/kT_C}$. Let $\langle\cdot\rangle_\sigma$ be the average weighted by each contribution to this sum and integral. For scattering processes $r$ with rate $\Gamma_r$ and slope $s_r$,
\begin{equation}
\gamma_L=-\frac{\partial\ln\mu}{\partial\ln T_L}
=\sum_r s_r\langle\tau\Gamma_r\rangle_\sigma .
\end{equation}
The averages $\langle\tau\Gamma_r\rangle_\sigma$ are shares that add to one. For the carriers, the prefactor $T_C^{-2}$ contributes $-2$ to $\partial\ln\mu/\partial\ln T_C$, the factor $1/Z$ contributes $-\langle E_i\rangle/kT$, and the Boltzmann factor contributes $\langle E\rangle_\sigma/kT$. Hence
\begin{equation}
\gamma_C=\frac{\langle E_i\rangle+2kT-\langle E\rangle_\sigma}{kT},\qquad
\gamma=\gamma_L+\gamma_C, \label{split}
\end{equation}
where $\langle E_i\rangle=\sum_ip_iE_i$. If $\tau/m_c$ were the same for all carriers, $\langle E\rangle_\sigma$ would equal $\langle E_i\rangle+2kT$ and $\gamma_C$ would vanish. It is positive when the current is carried by colder electrons than that. For acoustic scattering $\gamma_L=1$ whatever the number of subbands, so upper subbands then act through $\gamma_C$ alone.

\section{Numbers for a silicon layer}

Take $\mathcal E_z=0.2$ MV/cm and rough typical silicon values: masses 0.92 and 0.19 $m_0$, density 2330 kg/m$^3$, sound speed 9000 m/s and $D=12$ eV. Two valleys have the heavy mass across the layer, with $m_d=m_c=0.19\,m_0$. The other four have the light mass across it, with $m_d=0.418\,m_0$ and $m_c=0.315\,m_0$.

A g process leads to the one opposite valley; its phonon has 61 meV and $11\times10^8$ eV/cm. An f process leads to valleys on other axes: from the two-valley ladder to all four others, and from a four-valley state to two valleys of each ladder. Its phonons have 47 and 59 meV, each with $2\times10^8$ eV/cm.

Relative to the lowest edge, the next two-valley levels lie at 44.6 and 81.1 meV, and the first four-valley level at 41.2 meV. Since $kT=25.85$ meV at 300 K, these are within reach. The ratio of the first four-valley population to the lowest one is
\begin{equation}
\frac{4(0.418)}{2(0.19)}e^{-41.2/25.85}\approx0.89 .
\end{equation}
The lowest subband holds only 46\% of the electrons, and the four-valley ladder 43\%.

\subsection{One subband}

With $F_{00}=0.3275$ nm$^{-1}$, equation (\ref{ac}) gives 3.92 ps$^{-1}$ at 300 K, hence $\mu=2360$ cm$^2$/Vs and $\gamma=1$.

Now add the g phonon, for which $x=2.360$ and $N=0.1043$. Equation (\ref{iv}) gives 0.38 ps$^{-1}$ for absorption and 4.05 ps$^{-1}$ for emission. The total rate is 4.30 ps$^{-1}$ below the threshold and 8.35 ps$^{-1}$ above it. The weight above is $(1+x)e^{-x}=0.317$, so the mean time is
\begin{equation}
\frac{0.683}{4.30}+\frac{0.317}{8.35}=0.197\ \text{ps},
\end{equation}
and the mobility is 1820 cm$^2$/Vs.

The shares of acoustic scattering, absorption and emission are 0.826, 0.081 and 0.094. With $s_{\rm abs}=2.606$ and $s_{\rm em}=0.246$,
\begin{equation}
\gamma_L\approx0.826+0.081(2.606)+0.094(0.246)\approx1.06 .
\end{equation}
For $\gamma_C$ the mean of $u$ is needed. Since $\int_x^\infty u^2e^{-u}du=(x^2+2x+2)e^{-x}=1.160$ and the full integral is 2,
\begin{equation}
\gamma_C=2-\frac{0.840/4.30+1.160/8.35}{0.197}\approx0.30 .
\end{equation}
The sum is $\gamma=1.36$. Emission is the only part of this rate that depends on carrier energy, so its threshold accounts for all of $\gamma_C$. That is five times the 0.06 by which $\gamma_L$ exceeds one.

\subsection{Many subbands}

The sums now run over 12 two-valley and 8 four-valley subbands. The integrals in (\ref{mu}) are exact between thresholds, where each rate is constant. At 300 K:

\begin{center}
\begin{tabular}{lcccc}
Included & $\mu$ (cm$^2$/Vs) & $\gamma$ & $\gamma_L$ & $\gamma_C$\\
One subband, acoustic & 2360 & 1.00 & 1.00 & 0.00\\
One subband, acoustic + g & 1820 & 1.36 & 1.06 & 0.30\\
Two-valley ladder, acoustic & 1940 & 1.30 & 1.00 & 0.30\\
All subbands, acoustic & 1540 & 1.46 & 1.00 & 0.46\\
All subbands, all phonons & 1100 & 1.89 & 1.14 & 0.75
\end{tabular}
\end{center}

In the two-valley ladder, an electron in the lowest subband that reaches the second edge finds its acoustic rate raised by $F_{01}/F_{00}=0.1238/0.3275$, or 38\%. Adding the four-valley ladder, with its larger conductivity mass, raises the exponent from 1.30 to 1.46. Upper subbands thus supply an excess of 0.46 before any intervalley phonon acts. Intervalley phonons then add 0.43. This division depends on the order. Starting from one subband, the g phonon adds 0.36, and the upper subbands, together with the f processes they make possible, add the other 0.53.

Of the final excess of 0.89, the growth of the rates at fixed carrier energies supplies 0.14 and the carrier part 0.75. By (\ref{split}), the current is carried by electrons whose mean energy lies $0.75kT$, about 19 meV, below the equal-mobility value. The main reason for the excess over $1/T$ in this model is therefore that heating moves carriers to states where they scatter more or respond less. The faster growth of phonon absorption is a smaller, direct contribution.

For the full model the temperature dependence is:

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $\mu$ (cm$^2$/Vs) & $\gamma$ & $\gamma_L$ & $\gamma_C$\\
200 & 2360 & 1.82 & 1.15 & 0.67\\
300 & 1100 & 1.89 & 1.14 & 0.75\\
400 & 647 & 1.82 & 1.10 & 0.72
\end{tabular}
\end{center}

The mean exponent from 200 to 400 K is $\ln(2362/647)/\ln2=1.87$. A $1/T$ law starting from the 200 K value would leave 1180 cm$^2$/Vs at 400 K, nearly twice the model's result. The local exponent is not constant and is largest at the middle of the three temperatures, so a single power is a summary of this range and not a law.

\section{How far the numbers can be trusted}

The intervalley coupling is an uncertain input. Doubling all intervalley rates at 300 K lowers the mobility to 891 cm$^2$/Vs and raises $\gamma$ to 2.14. The exponent stays well above one, but a shift of 0.25 means that even its first decimal is not secure. The acoustic deformation potential matters about as much: $D=9$ eV gives 1650 cm$^2$/Vs and $\gamma=2.09$, while $D=18$ eV gives 575 cm$^2$/Vs and $\gamma=1.69$. In all these cases $\gamma_C$ remains well above $\gamma_L-1$.

Three weakly coupled intervalley phonons with energies between 12 and 19 meV were left out. Including them, with couplings below $10^8$ eV/cm, lowers the mobility by 6.5\% and changes $\gamma$ by only $-0.01$.

Silicon's band is also not parabolic. With $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$, the density of states gains a factor $1+2\alpha\varepsilon$ and $v^2$ becomes $2\varepsilon(1+\alpha\varepsilon)/[m(1+2\alpha\varepsilon)^2]$. In one acoustic subband $\tau$ is inversely proportional to the density of states, so the two cancel in the conductivity. With $a=\alpha kT$, the mobility is multiplied by
\begin{equation}
\frac{1}{1+2a}\int_0^\infty\frac{u(1+au)}{(1+2au)^2}e^{-u}du .
\end{equation}
For $\alpha=0.5$ eV$^{-1}$ at 300 K this is a reduction of 9.4\%, and $\gamma$ rises by 0.09. This estimate counts $\varepsilon$ from the subband edge and keeps the subband shape fixed. When the motion across the layer is included in the nonparabolic dispersion, the reduction for the lowest subband is about 15\% and $\gamma$ rises by about 0.11. The effect on the full set of subbands was not calculated.

Equipartition is a smaller matter. Keeping the full Bose factor, but still neglecting the phonon energy in energy conservation, raises the lowest subband's acoustic momentum-loss rate at kinetic energy $kT$ by 0.5\% at 300 K and 1.0\% at 200 K.

At a density of $2\times10^{11}$ cm$^{-2}$ the Fermi level lies $3.8kT$ below the lowest edge. The occupation there is about $e^{-3.8}\approx0.02$, so Boltzmann statistics serve well. These carriers reduce the field across the layer by 0.03 MV/cm, 15\% of its value. A uniform 10\% increase of the field changes the calculated mobility by less than 0.1\%. Equation (\ref{field}) shows why the acoustic part responds so little: with $\gamma_{\rm ac}=1.46$, its field exponent is only $-0.03$. This does not size the change in the shape of the well, which grows in strong inversion.

In real silicon transistors, the phonon-limited electron mobility near room temperature falls with an exponent of roughly 1.8, so the model's 1.9 is in the right region. The agreement holds for this field and these parameters only. The same model gives 1.80 at 0.5 MV/cm and 1.53 at 1 MV/cm, and its 1100 cm$^2$/Vs at 0.2 MV/cm is roughly twice the mobility of real layers at that effective field. Its weak field dependence is less realistic: the measured phonon-limited part falls roughly as the cube root of the effective field. The density used here is also low for a transistor that is switched on. Real devices further have charged impurities and a rough interface. If these add a temperature-independent resistance, and resistances add, the total exponent is $\gamma\mu_{\rm tot}/\mu$. Scattering that lowers the mobility by a fifth would then reduce 1.89 to about 1.5. A measured total mobility can therefore fall more slowly than the phonon part, and its exponent alone does not identify the phonons responsible.
